# Alloy-limited electron mobility of In0.53Ga0.47As and its potential uncertainty: a program that tests the result

```python
"""Alloy-limited electron mobility of bulk In(1-x)Ga(x)As.
Result under test:
 mu = (2 sqrt(2 pi)/3) e hbar^4 / [x(1-x) U^2 W m^(5/2) sqrt(kT)]
x: Ga fraction; U: potential step between the two cations, acting on
the primitive cell volume W = a^3/4; m: effective mass; T: temperature.
The formula is tested against partial-wave scattering by single cations.
Working units: eV, nm, s. Mobilities: cm^2/(V s).
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gamma, k1, spherical_jn, spherical_yn

# Rough typical material parameters
x_ga, lattice, mass_ratio = 0.47, 0.587, 0.042
temperature, step = 300.0, 0.5
gap, phonon, eps_static, eps_high = 0.74, 0.034, 13.9, 11.6

hbar = const.hbar / const.e                       # eV s
kT = const.k * temperature / const.e              # eV
mass = mass_ratio * const.m_e                     # kg
h2m = const.hbar**2 / (2 * mass * const.e) * 1e18  # hbar^2/2m, eV nm^2
cell = lattice**3 / 4                             # nm^3
disorder = x_ga * (1 - x_ga)
dos_factor = 1 / (4 * np.pi**2 * h2m**1.5)        # g = factor * sqrt(E)


def mobility_from_time(tau):
    return const.e * tau / mass * 1e4


def mobility_formula(u, m=mass):
    """Closed formula, evaluated in SI units."""
    top = 2 * np.sqrt(2 * np.pi) / 3 * const.e * const.hbar**4
    bottom = (disorder * (u * const.e)**2 * cell * 1e-27 * m**2.5
              * np.sqrt(const.k * temperature))
    return top / bottom * 1e4


def integrate(func, upper=60.0):
    """Integral from 0 to upper, with y = s^2 to smooth square roots."""
    return quad(lambda s: 2 * s * func(s * s), 0, np.sqrt(upper),
                epsabs=0, epsrel=1e-8, limit=200)[0]


# Test 1: disorder strength, by enumerating every occupation of a cluster
sites = np.array([p for p in itertools.product(range(3), repeat=3)
                  if sum(p) % 2 == 0][:10]) * lattice / 2
occupation = np.array(list(itertools.product([0, 1], repeat=len(sites))))
n_ga = occupation.sum(axis=1)
weights = x_ga**n_ga * (1 - x_ga)**(len(sites) - n_ga)
for q_vector in ([0.1, 0.2, 0.3], [3.0, -1.0, 2.0]):
    phases = np.exp(1j * sites @ np.array(q_vector))
    fourier = (step * (occupation - x_ga)) @ phases
    mean_square = np.sum(weights * abs(fourier)**2)
    assert np.isclose(mean_square, len(sites) * disorder * step**2,
                      rtol=1e-10)


# Test 2: rate and mobility from phase shifts, without the golden rule
def transport_cross_section(energy, height, radius):
    """Momentum-transfer cross-section of a spherical step, nm^2."""
    k = np.sqrt(energy / h2m)
    k_in = np.sqrt(complex((energy - height) / h2m))
    delta = []
    for l in (0, 1):
        slope = (k_in * spherical_jn(l, k_in * radius, derivative=True)
                 / spherical_jn(l, k_in * radius)).real
        top = (k * spherical_jn(l, k * radius, derivative=True)
               - slope * spherical_jn(l, k * radius))
        bottom = (k * spherical_yn(l, k * radius, derivative=True)
                  - slope * spherical_yn(l, k * radius))
        delta.append(np.arctan(top / bottom))
    delta.append(0.0)
    total = sum((l + 1) * np.sin(delta[l] - delta[l + 1])**2
                for l in (0, 1))
    return 4 * np.pi / k**2 * total


def rate_partial_waves(energy, u, radius):
    speed = 2 * np.sqrt(h2m * energy) / hbar      # nm/s
    section = (x_ga * transport_cross_section(energy, (1 - x_ga) * u, radius)
               + (1 - x_ga)
               * transport_cross_section(energy, -x_ga * u, radius))
    return speed * section / cell


def mobility_partial_waves(u, radius):
    mean_tau = integrate(lambda y: y**1.5 * np.exp(-y)
                         / rate_partial_waves(y * kT, u, radius))
    return mobility_from_time(mean_tau / gamma(2.5))


def golden_rate(energy, u=step):
    return (2 * np.pi / hbar * disorder * u**2 * cell
            * dos_factor * np.sqrt(energy))


radius_cell = (3 * cell / (4 * np.pi))**(1 / 3)
radius_bond = np.sqrt(3) * lattice / 4
potentials = (0.8 * step, step, 1.2 * step)
mu = [mobility_formula(u) for u in potentials]
mu_waves = [mobility_partial_waves(u, radius_cell) for u in potentials]
# Tolerance: Born and finite-size corrections are of order 0.1 percent
assert np.allclose(mu, mu_waves, rtol=5e-3)
rate_waves = rate_partial_waves(kT, step, radius_cell)
assert np.isclose(golden_rate(kT), rate_waves, rtol=5e-3)
log_slope = np.log(mu_waves[2] / mu_waves[0]) / np.log(1.2 / 0.8)
assert abs(log_slope + 2) < 0.01
convention = 3 * np.pi**2 / 16
mu_bond = mobility_partial_waves(step, radius_bond)
assert np.isclose(mu_bond, mu[1] / convention, rtol=5e-3)


# Test 3: nonparabolic band and Fermi statistics
def density(eta, alpha=0.0):
    """Electrons per cm^3, both spins; eta = Fermi level / kT."""
    def integrand(y):
        e = y * kT
        return (np.sqrt(e * (1 + alpha * e)) * (1 + 2 * alpha * e)
                * expit(eta - y))
    return (2 * dos_factor * kT * 1e21
            * integrate(integrand, 60 + max(eta, 0)))


def mobility_band(alpha, eta, s_only=False):
    """Boltzmann mobility; s_only: disorder acts on the s part alone."""
    def integrand(y):
        e = y * kT
        gam = e * (1 + alpha * e)
        g = dos_factor * np.sqrt(gam) * (1 + 2 * alpha * e)
        speed = 2 * np.sqrt(h2m * gam) / hbar / (1 + 2 * alpha * e)
        overlap = ((1 + alpha * e) / (1 + 2 * alpha * e))**2 if s_only else 1
        rate = 2 * np.pi / hbar * disorder * step**2 * cell * g * overlap
        f = expit(eta - y)
        return g * speed**2 / (3 * rate) * f * (1 - f)
    current = integrate(integrand, 60 + max(eta, 0))
    return current * 1e-14 / (density(eta, alpha) * 1e-21 / 2)


dilute = -25.0
assert np.isclose(mobility_band(0.0, dilute), mu[1], rtol=1e-6)
small = 1e-3
for s_only, coefficient in ((False, 39 / 4), (True, 23 / 4)):
    loss = 1 - mobility_band(small, dilute, s_only) / mu[1]
    assert abs(loss / (small * kT) - coefficient) < 0.02
alpha = (1 - mass_ratio)**2 / gap
mu_kane = mobility_band(alpha, dilute)
mu_kane_s = mobility_band(alpha, dilute, True)

carriers = (1e16, 1e18)
etas, mu_fermi = [], []
for n in carriers:
    eta = brentq(lambda h: density(h) / n - 1, -15, 30)
    etas.append(eta)
    mu_fermi.append(mobility_band(0.0, eta))
    fermi_half = integrate(lambda y: np.sqrt(y) * expit(eta - y),
                           60 + max(eta, 0)) / gamma(1.5)
    assert np.isclose(mu_fermi[-1] / mu[1],
                      np.log1p(np.exp(eta)) / fermi_half, rtol=1e-5)
eta_kane = brentq(lambda h: density(h, alpha) / 1e18 - 1, -15, 30)
mu_both = mobility_band(alpha, eta_kane)

# Test 4: polar phonons, closed loss rate against absorption plus emission
z = phonon / kT
occupancy = 1 / np.expm1(z)
coupling = (const.e / const.epsilon_0 * 1e9 * phonon / 2
            * (1 / eps_high - 1 / eps_static))    # eV^2 nm
bessel_part = z / 2 * np.exp(z / 2) * k1(z / 2)
polar_loss = (2 * np.pi / hbar * coupling * occupancy * dos_factor * h2m
              * bessel_part / (np.sqrt(kT) * gamma(2.5)))


def polar_rate(energy):
    """Momentum relaxation rate by explicit angular integration."""
    k = np.sqrt(energy / h2m)
    total = 0.0
    for final, number in ((energy + phonon, occupancy),
                          (energy - phonon, occupancy + 1)):
        if final <= 0:
            continue
        kf = np.sqrt(final / h2m)
        angle = quad(lambda c: (1 - kf / k * c)
                     / (k * k + kf * kf - 2 * k * kf * c), -1, 1,
                     limit=200)[0] / 2
        total += number * dos_factor * np.sqrt(final) * angle
    return 2 * np.pi / hbar * coupling * total


def drift_average(rate):
    pieces = [quad(lambda y: y**1.5 * np.exp(-y) * rate(y * kT), lo, hi,
                   epsabs=0, epsrel=1e-6, limit=100)[0]
              for lo, hi in ((0, z), (z, 40))]
    return sum(pieces) / gamma(2.5)


assert np.isclose(drift_average(polar_rate), polar_loss, rtol=1e-4)
alloy_loss = [drift_average(lambda e, u=u: golden_rate(e, u))
              for u in potentials]
assert np.isclose(alloy_loss[1], 8 / (3 * np.sqrt(np.pi))
                  * golden_rate(kT), rtol=1e-5)
mu_polar = mobility_from_time(1 / polar_loss)
mu_total = [mobility_from_time(1 / (polar_loss + r)) for r in alloy_loss]


def percent(new, old):
    return 100 * (new / old - 1)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


k_thermal = np.sqrt(kT / h2m)
tau0 = 1 / golden_rate(kT)
show("Ga fraction x", x_ga)
show("x(1-x)", disorder)
show("lattice constant", lattice, "nm")
show("effective mass", mass_ratio, "m0")
show("temperature", temperature, "K")
show("kT", kT, "eV")
show("cell volume W", cell, "nm^3")
show("density of states per spin at kT", dos_factor * np.sqrt(kT),
     "1/(eV nm^3)")
show("wave number at kT", k_thermal, "1/nm")
show("radius of sphere with cell volume", radius_cell, "nm")
show("k times radius at kT", k_thermal * radius_cell)
show("golden-rule rate at kT", golden_rate(kT), "1/s")
show("partial-wave rate at kT", rate_waves, "1/s")
show("tau at kT", tau0 * 1e12, "ps")
show("transport average of tau", 4 * tau0 / (3 * np.sqrt(np.pi)) * 1e12,
     "ps")
for u, m1, m2 in zip(potentials, mu, mu_waves):
    print(f"U = {u:.1f} eV: alloy mobility {m1:.4g}, "
          f"partial waves {m2:.4g} cm^2/Vs")
show("alloy mobility at central U, SI", mu[1] * 1e-4, "m^2/Vs")
show("change for U 20% low", percent(mu[0], mu[1]), "%")
show("change for U 20% high", percent(mu[2], mu[1]), "%")
show("ratio of the two end points", mu[0] / mu[2])
show("partial-wave slope d ln mu / d ln U", log_slope, "", 5)
show("bond-sphere radius", radius_bond, "nm")
show("bond-sphere rate factor 3 pi^2/16", convention)
show("bond-sphere mobility (partial waves)", mu_bond, "cm^2/Vs")
show("bond-sphere change", percent(mu_bond, mu[1]), "%")
show("change for mass 5% high",
     percent(mobility_formula(step, 1.05 * mass), mu[1]), "%")
show("band gap", gap, "eV")
show("nonparabolicity alpha", alpha, "1/eV")
show("nonparabolic mobility, unit overlap", mu_kane, "cm^2/Vs")
show("change, unit overlap", percent(mu_kane, mu[1]), "%")
show("nonparabolic mobility, s part only", mu_kane_s, "cm^2/Vs")
show("change, s part only", percent(mu_kane_s, mu[1]), "%")
for n, eta, value in zip(carriers, etas, mu_fermi):
    print(f"n = {n:.0e} cm^-3: eta {eta:.3f}, alloy mobility {value:.4g} "
          f"cm^2/Vs, change {percent(value, mu[1]):.3g} %")
show("n = 1e18 cm^-3, nonparabolic, unit overlap", mu_both, "cm^2/Vs")
show("phonon energy", phonon * 1e3, "meV")
show("static dielectric constant", eps_static)
show("high-frequency dielectric constant", eps_high)
show("phonon occupation", occupancy)
show("polar momentum-loss rate", polar_loss, "1/s")
show("alloy momentum-loss rate", alloy_loss[1], "1/s")
show("polar-phonon mobility (drifted Maxwellian)", mu_polar, "cm^2/Vs")
for u, value in zip(potentials, mu_total):
    print(f"U = {u:.1f} eV: polar plus alloy mobility {value:.4g} cm^2/Vs")
show("total change due to alloy", percent(mu_total[1], mu_polar), "%")
show("total change for U 20% low", percent(mu_total[0], mu_total[1]), "%")
show("total change for U 20% high", percent(mu_total[2], mu_total[1]), "%")
print("success")
```

Running it gives:

```
Ga fraction x: 0.47
x(1-x): 0.2491
lattice constant: 0.587 nm
effective mass: 0.042 m0
temperature: 300 K
kT: 0.02585 eV
cell volume W: 0.05057 nm^3
density of states per spin at kT: 0.004714 1/(eV nm^3)
wave number at kT: 0.1688 1/nm
radius of sphere with cell volume: 0.2294 nm
k times radius at kT: 0.03873
golden-rule rate at kT: 1.417e+11 1/s
partial-wave rate at kT: 1.414e+11 1/s
tau at kT: 7.057 ps
transport average of tau: 5.309 ps
U = 0.4 eV: alloy mobility 3.474e+05, partial waves 3.483e+05 cm^2/Vs
U = 0.5 eV: alloy mobility 2.223e+05, partial waves 2.23e+05 cm^2/Vs
U = 0.6 eV: alloy mobility 1.544e+05, partial waves 1.549e+05 cm^2/Vs
alloy mobility at central U, SI: 22.23 m^2/Vs
change for U 20% low: 56.25 %
change for U 20% high: -30.56 %
ratio of the two end points: 2.25
partial-wave slope d ln mu / d ln U: -1.9988
bond-sphere radius: 0.2542 nm
bond-sphere rate factor 3 pi^2/16: 1.851
bond-sphere mobility (partial waves): 1.206e+05 cm^2/Vs
bond-sphere change: -45.77 %
change for mass 5% high: -11.48 %
band gap: 0.74 eV
nonparabolicity alpha: 1.24 1/eV
nonparabolic mobility, unit overlap: 1.673e+05 cm^2/Vs
change, unit overlap: -24.75 %
nonparabolic mobility, s part only: 1.863e+05 cm^2/Vs
change, s part only: -16.21 %
n = 1e+16 cm^-3: eta -3.056, alloy mobility 2.208e+05 cm^2/Vs, change -0.67 %
n = 1e+18 cm^-3: eta 3.076, alloy mobility 1.499e+05 cm^2/Vs, change -32.6 %
n = 1e18 cm^-3, nonparabolic, unit overlap: 9.602e+04 cm^2/Vs
phonon energy: 34 meV
static dielectric constant: 13.9
high-frequency dielectric constant: 11.6
phonon occupation: 0.3669
polar momentum-loss rate: 2.786e+12 1/s
alloy momentum-loss rate: 2.132e+11 1/s
polar-phonon mobility (drifted Maxwellian): 1.503e+04 cm^2/Vs
U = 0.4 eV: polar plus alloy mobility 1.433e+04 cm^2/Vs
U = 0.5 eV: polar plus alloy mobility 1.396e+04 cm^2/Vs
U = 0.6 eV: polar plus alloy mobility 1.354e+04 cm^2/Vs
total change due to alloy: -7.107 %
total change for U 20% low: 2.626 %
total change for U 20% high: -3.032 %
success
```
